# Reciprocity of Quantum Efficiency and Electroluminescence in a Linear Junction

## The two experiments

A semiconductor junction can be operated in two ways. Under illumination at short circuit it delivers a current, and the external quantum efficiency $Q$ is the number of electrons delivered per incident photon. In the dark, under forward bias, the same junction emits light. Both processes depend on absorption, light escape, carrier diffusion and recombination. The question is whether one measured spectrum fixes the other, even when carriers are collected incompletely.

Consider a planar device at uniform temperature $T$, with junction and front face at $x=0$ and a p-type absorber in $0<x<W$. The depletion layer is first given zero width; a finite layer and an n-type side are added later. The photon energy is $E$, the magnitude of the electron charge is $q$, and $V$ is the voltage across the junction itself, uniform over its area. Any series-resistance drop has been subtracted from the terminal voltage.

The electron density is $n(x)$, with equilibrium value $n_0(x)$. Carriers are non-degenerate and thermalized with the lattice. In low injection the hole density and the internal field keep their equilibrium values, so the quasi-Fermi level splitting $\Delta\mu$ obeys $n/n_0=e^{\Delta\mu/kT}$. The natural variable is the normalized excess

$$\psi(x)=\frac{n-n_0}{n_0}=e^{\Delta\mu/kT}-1. \tag{1}$$

## Transport in terms of the normalized excess

Let $F$ be the electron particle flux toward the junction, in the $-x$ direction. Let $m$ be the drift velocity per unit force and $f_e$ the effective force on an electron along $+x$, including band-edge and density-of-states gradients. Diffusion and drift give

$$F=D\,n'-m f_e\,n. \tag{2}$$

In equilibrium $n_0'/n_0=f_e/kT$. The flux must then vanish, which requires the Einstein relation $D=m\,kT$. Hence $m f_e=D\,n_0'/n_0$, and

$$F=D\left(n'-n\frac{n_0'}{n_0}\right)=D\,n_0\left(\frac{n}{n_0}\right)'=D\,n_0\,\psi'. \tag{3}$$

Drift and diffusion have merged into one term, driven by the gradient of $\psi$.

## Emission and escape

The number of photon states per volume, both polarizations included, is $2\,d^3k/(2\pi)^3$, with $k=n_rE/\hbar c$ in a medium of refractive index $n_r$. Multiplication by the group velocity $dE/(\hbar\,dk)$ and by the occupation $e^{-E/kT}$ gives the equilibrium photon radiance per unit energy, $2k^2e^{-E/kT}/[(2\pi)^3\hbar]=n_r^2L_{bb}$, where

$$L_{bb}(E)=\frac{2E^2}{h^3c^2}\,e^{-E/kT}. \tag{4}$$

Let $\alpha$ be the interband absorption coefficient, with one electron–hole pair generated per absorbed photon. In equilibrium, detailed balance equates emission to absorption in each direction and at each energy, so the emission rate per volume, solid angle and energy is $\alpha n_r^2L_{bb}$. Out of equilibrium the splitting multiplies this rate by $e^{\Delta\mu/kT}=1+\psi$. The excess is therefore

$$\delta e(x,E)=\alpha\,n_r^2L_{bb}\,\psi(x). \tag{5}$$

This uses $E-\Delta\mu\gg kT$, so that Bose factors reduce to Boltzmann factors, and an $\alpha$ that does not change with bias. Parasitic absorption, with coefficient $\beta$, creates no pairs. Its thermal emission stays at the equilibrium level and does not contribute to the excess.

Now follow a ray with internal direction cosine $\mu>0$ relative to the surface normal. Let $t(x,\mu)$ be the sum of the escape probabilities of two photons emitted at $x$, one toward the front and one toward the rear, both with this inclination. In reciprocal optics each path can be reversed with the same attenuation and interface transmission, separately for each polarization. A photon entering from the matching outer angle $\theta$ therefore passes depth $x$ with total weight $t$. On each pass it travels a length $dx/\mu$ within $dx$. The generation density per incident photon is

$$a(x,E,\theta)=\frac{\alpha}{\mu}\,t(x,\mu). \tag{6}$$

Snell's law, $1-\cos^2\theta=n_r^2(1-\mu^2)$, gives on differentiation

$$\cos\theta\,d(\cos\theta)=n_r^2\,\mu\,d\mu. \tag{7}$$

The excess radiance $\delta L$ outside counts photons per area perpendicular to the ray, so the flux per surface area carries a factor $\cos\theta$. Equating this flux to the escaping emission, at fixed azimuth, and using (5), (6) and (7) in turn,

$$\delta L\,\cos\theta\,d(\cos\theta)=d\mu\int_0^W\alpha n_r^2L_{bb}\,\psi\,t\,dx
=n_r^2\mu\,d\mu\;L_{bb}\int_0^W a\,\psi\,dx,$$

$$\delta L(E,\theta)=L_{bb}(E)\int_0^W a(x,E,\theta)\,\psi(x)\,dx. \tag{8}$$

The depth profile that weights emission is the generation profile of the reversed illumination.

## The linear balance equation

Some emitted photons are reabsorbed and create new pairs. Let $K(x,x')$ be the equilibrium rate at which photons emitted per unit depth at $x'$ are absorbed by interband transitions per unit depth at $x$:

$$K(x,x')=\int dE\int_0^1 2\pi\,d\mu\;\alpha(x')\,n_r^2L_{bb}\,\frac{\alpha(x)}{\mu}\sum_{\rm paths}w_{\rm path}. \tag{9}$$

The weight $w_{\rm path}$ contains attenuation and reflections. Reversing a path leaves its weight unchanged, so $K(x,x')=K(x',x)$.

Let $R_0=4\pi\int\alpha n_r^2L_{bb}\,dE$ be the total equilibrium radiative rate, $\tau$ the nonradiative lifetime and $g$ the generation by external excess light. The terms present in equilibrium cancel among themselves. In steady state the excess obeys

$$M\psi\equiv-(Dn_0\psi')'+\frac{n_0\psi}{\tau}+R_0\psi-\int_0^W K(x,x')\psi(x')\,dx'=g. \tag{10}$$

The first sign follows because $F$ points toward $-x$: the net inflow per volume is $+F'$. At the rear surface, with recombination velocity $S$, the flux toward $+x$ is $-F=Sn_0\psi$, so

$$Dn_0\psi'+Sn_0\psi=0\quad\text{at }x=W. \tag{11}$$

Linearity requires $\tau$, $S$, $D$ and the junction geometry to be independent of the excess density and of bias.

## Collection probability and reciprocity

At the junction the quasi-Fermi levels are taken to be flat across the depletion layer, and the majority levels flat up to it. Hence $\Delta\mu(0)=qV$, and by (1)

$$\psi(0)=e^{qV/kT}-1. \tag{12}$$

Define $f(x)$ by $Mf=0$, $f(0)=1$ and condition (11). Let $\psi_s$ be the short-circuit solution under illumination, for which $\psi_s(0)=0$. Multiply $M\psi_s=g$ by $f$, subtract $\psi_sMf=0$, and integrate. The local terms cancel, and the recycling terms cancel because $K$ is symmetric. The transport terms form a total derivative:

$$\int_0^W fg\,dx=-\Big[f\,Dn_0\psi_s'-\psi_s\,Dn_0f'\Big]_0^W. \tag{13}$$

At $x=W$, condition (11) turns the bracket into $-fSn_0\psi_s+\psi_sSn_0f=0$. At $x=0$ the second term vanishes and $f=1$. The lower limit therefore contributes $+Dn_0\psi_s'(0)=F(0)$, the collected flux. For unit incident photon flux $g=a$, so

$$Q(E,\theta)=\int_0^W f(x)\,a(x,E,\theta)\,dx. \tag{14}$$

Thus $f(x)$ is the probability that an electron generated at $x$ is eventually collected, including collection after reabsorption.

In the dark, $M\psi=0$ with boundary value (12). By linearity,

$$\psi(x)=f(x)\left(e^{qV/kT}-1\right). \tag{15}$$

The collection probability is also the profile of injected carriers. Inserting (15) in (8) and comparing with (14) gives

$$\boxed{\delta L(E,\theta)=Q(E,\theta)\,L_{bb}(E)\left(e^{qV/kT}-1\right).} \tag{16}$$

For the hemispherical photon flux, integrate over solid angle with the factor $\cos\theta$. With $\bar Q=2\int_0^1Q\cos\theta\,d(\cos\theta)$,

$$\delta\phi(E)=\bar Q(E)\,\pi L_{bb}(E)\left(e^{qV/kT}-1\right). \tag{17}$$

### A finite depletion layer and the n side

On the n side the same equations hold for holes. In a depletion layer $Z$ with flat quasi-Fermi levels, $\psi=e^{qV/kT}-1$ throughout, so (15) holds there with $f=1$. At short circuit $\psi_s=0$ in $Z$; there is no net recombination, and all generation in $Z$ is collected.

Photon exchange with $Z$ needs one more term. When the identity (13) is formed over the two neutral sides, the recycling terms no longer cancel completely: $+\int_{p,n}\psi_s(x)\int_ZK(x,x')\,dx'\,dx$ remains beside the two junction fluxes. This is the rate at which photons from the neutral sides are reabsorbed in $Z$, and these pairs also contribute to the current. Adding the direct generation $\int_Zg\,dx$ gives the whole current as $\int fg\,dx$ over all three regions. Equations (14) and (16) therefore survive, provided $Z$ has the same width at short circuit and at bias $V$. A real depletion layer narrows under forward bias. For an abrupt junction with $10^{18}$ cm⁻³ donors on the absorber of the example below, the p-side width falls from about 0.13 µm at short circuit to about 0.06 µm at 1 V, and the emission lies about 2 % below the value predicted from the short-circuit $Q$.

Recombination in $Z$ may even be nonlinear in $\psi$. It changes the current needed to maintain $V$, but not the emission at that $V$, provided the levels remain flat.

## Limits

If $f=1$ everywhere, $Q$ equals the interband absorptance $\int a\,dx$, and (16) is Kirchhoff's law with a photon chemical potential $qV$. Incomplete collection replaces absorptance by quantum efficiency.

For reverse bias much larger than $kT/q$, the bracket in (16) tends to $-1$ and the emission falls below its equilibrium value. By (15) the electron density is then $n_0(1-f)$, and these remaining electrons emit the interband radiance $L_{bb}\int a(1-f)\,dx$.

A uniform layer without radiative terms gives an explicit $f$. Equation (10) becomes $f''=f/\ell^2$ with $\ell=\sqrt{D\tau}$. Writing $u=(W-x)/\ell$ and $\sigma=S\ell/D$,

$$f(x)=\frac{\cosh u+\sigma\sinh u}{\cosh(W/\ell)+\sigma\sinh(W/\ell)}. \tag{18}$$

At the rear, $f'=-\sigma f/\ell=-Sf/D$, as (11) requires. A numerical solution of the transport problem reproduces (18) to a relative error of about $3\times10^{-6}$.

## A numerical junction

The example is a model absorber with a gap of 1.4 eV, $W=3.0$ µm, $D=2.0$ cm²/s, $\tau=20$ ns, $S=10^4$ cm/s and $n_r=3.5$. The doping rises exponentially from $10^{17}$ to $5\times10^{17}$ cm⁻³ toward the rear, so the field drives electrons to the junction. The intrinsic density is $n_i=2.0\times10^6$ cm⁻³, and $n_0$ is $n_i^2$ divided by the doping. The rear is a perfect mirror. The front transmits fully inside the escape cone and reflects totally outside it. The depletion layer has zero width. The absorption coefficients are $\alpha=3\times10^4\sqrt{(E-1.4\ \text{eV})/\text{eV}}$ cm⁻¹ and $\beta=100$ cm⁻¹.

At 1.41 eV, $\alpha=3000$ cm⁻¹. At normal incidence the light crosses the layer twice, and the interband absorptance is

$$\frac{3000}{3100}\left(1-e^{-3100\times6\times10^{-4}}\right)=0.817.$$

The normal-incidence quantum efficiency is only 0.552, so the generation-weighted mean of $f$ is $0.552/0.817=0.68$. At 1.80 eV it is $0.852/0.995=0.86$: stronger absorption places more of the generation near the junction, where $f\to1$.

For $V=1.00$ V and $T=300$ K the bias factor is $6.299\times10^{16}$. At 1.45 eV, $\bar Q=0.7087$ and $\pi L_{bb}=0.09093$ cm⁻² s⁻¹ eV⁻¹, so (17) gives

$$\delta\phi=0.7087\times0.09093\times6.299\times10^{16}=4.06\times10^{15}\ \text{cm}^{-2}\,\text{s}^{-1}\,\text{eV}^{-1}.$$

A separate solution of the dark injection problem, with emission summed over internal angles, gives the same value. Over five energies from 1.41 to 1.80 eV the largest relative difference is $4.9\times10^{-6}$ with 300 depth cells and $1.9\times10^{-5}$ with 150. The fourfold reduction on halving the cell size is that of a second-order discretization error.

Photon recycling is substantial here. If reabsorbed photons are treated as lost, $\bar Q$ at 1.45 eV falls from 0.709 to 0.489. Recycling thus raises it by a factor of 1.45, and the computed emission at fixed voltage rises by the same factor.

Using normal-incidence $Q$ in place of $\bar Q$ in (17) causes a relative error of at most 0.82 % at the five energies. Rays in the escape cone have $\mu\ge\sqrt{1-1/n_r^2}=0.958$, so their path lengths differ by no more than about 4 %. This argument assumes the ideal front of the model, whose transmission does not depend on angle, and the error grows toward the gap, where absorption is weakest. For an uncoated face with $n_r=3.5$ the angular dependence of the Fresnel transmission dominates, and the normal-incidence $Q$ exceeds $\bar Q$ by about 2 %.

The injected electron flux is $1.72\times10^{16}$ cm⁻² s⁻¹, or 2.76 mA/cm², and the emitted photon flux is $5.84\times10^{14}$ cm⁻² s⁻¹. The emitted fraction is 3.4 %; bulk nonradiative recombination takes 79.6 %, the rear surface 11.8 % and parasitic absorption 5.3 %. A quantum efficiency near 0.7 can therefore coexist with weak light emission per injected electron. Reciprocity fixes the emission at a given voltage, not at a given current.

## Where the relation fails

**Einstein relation.** Suppose the drift term in the equation for the excess density $\delta=n-n_0$ is multiplied by $\eta\ne1$. The flux becomes $Dn_\eta(\delta/n_\eta)'$, where $(\ln n_\eta)'=\eta(\ln n_0)'$ and $n_\eta(0)=n_0(0)$. Without recycling, the derivation of (14) and (15) can be repeated for $\delta/n_\eta$, with a collection probability $f_\eta$. The emission, however, still depends on $\psi=\delta/n_0$, so

$$\frac{\delta L}{QL_{bb}(e^{qV/kT}-1)}=\frac{\int a f_\eta\,(n_\eta/n_0)\,dx}{\int a f_\eta\,dx}. \tag{19}$$

For $\eta=1/2$ and the present doping, $n_\eta/n_0$ rises from 1 at the junction to $\sqrt5$ at the rear. The ratio must exceed 1, and it should be smaller when absorption is concentrated near the front. The full calculation, with recycling, shows this behaviour: the hemispherical ratio falls from 1.31 at 1.41 eV to 1.12 at 1.80 eV.

**Linear recombination.** Let the trap recombination rate saturate as $(\delta/\tau)/(1+\delta/N_s)$, with $N_s=10^{14}$ cm⁻³. At 0.90 V the junction excess is about $5\times10^{10}$ cm⁻³, far below $N_s$, and the emission at 1.45 eV agrees with (17) to better than $10^{-4}$. At 1.15 V the excess is about $8\times10^{14}$ cm⁻³. This is still below 1 % of the doping, but the traps near the junction are largely saturated. Injected electrons then reach deeper than the weak-light collection probability implies, and the emission is 1.14 times the prediction. Low injection relative to doping is thus not sufficient; the recombination coefficients in the neutral regions must also remain constant. As $V\to0$ the excess vanishes and the linear relation returns.

**Boltzmann statistics.** In forward bias well above $kT/q$, keeping the Bose factor changes the local excess emission at the junction, where $\Delta\mu=qV$, by a relative amount of about $e^{-(E-qV)/kT}$. At 1.41 eV and 1 V this is $1.3\times10^{-7}$; deeper in the absorber, where $\Delta\mu$ is smaller, the change is smaller too. This number holds at fixed $\alpha$ and is not the whole correction. With occupations $f_c$ and $f_v$ of the upper and lower state, the spontaneous rate is proportional to $f_c(1-f_v)$ and $\alpha$ to $f_v-f_c$. The Bose term is about $f_c(1-f_v)$, while band filling lowers $\alpha$ by about $f_c/f_v$, so the net relative change is about $-f_c$. It has the opposite sign and is larger than the Bose term by $1/(1-f_v)$, a large factor when the holes are non-degenerate. It matters once the electron quasi-Fermi level comes within a few $kT$ of the conduction-band edge. In the present junction low injection fails earlier still: at 1.20 V the junction excess is already about 6 % of the doping, while the Bose term at 1.41 eV is only $3\times10^{-4}$.

The values computed for the model junction, with its ideal front face and zero-width depletion layer, are given in the numerical output.

## Numbers as computed

```
temperature 300 K, kT = 0.025852 eV; junction bias = 1.00 V
gap = 1.4 eV; alpha = 3.0e+04 cm^-1 * sqrt((E-gap)/eV)
parasitic absorption = 100 cm^-1; index = 3.5
thickness = 3.0 um; diffusivity = 2.0 cm^2/s
nonradiative lifetime = 20 ns
back surface velocity = 1.0e+04 cm/s
intrinsic density = 2.0e+06 cm^-3
doping front, back = 1.0e+17, 5.0e+17 cm^-3
equilibrium radiative rate = 3.3554e+03 cm^-3 s^-1
radiative coefficient = 8.3884e-10 cm^3/s
bias factor exp(qV/kT)-1 = 6.29884e+16
junction excess density = 2.5195e+12 cm^-3
junction excess / doping = 2.520e-05
E in eV; normal interband absorptance; normal Q; mean Q:
  1.41  0.81709  0.55210  0.55666
  1.45  0.96873  0.70560  0.70872
  1.50  0.98643  0.75796  0.76089
  1.60  0.99230  0.80717  0.80992
  1.80  0.99475  0.85154  0.85392
E in eV; pi*Lbb; direct EL; reciprocity EL (cm^-2 s^-1 eV^-1):
  1.41  4.04001e-01  1.41654e+16  1.41655e+16
  1.45  9.09305e-02  4.05924e+15  4.05926e+15
  1.50  1.40667e-02  6.74175e+14  6.74178e+14
  1.60  3.34445e-04  1.70618e+13  1.70618e+13
  1.80  1.84832e-07  9.94150e+09  9.94154e+09
largest relative deviation, 300 cells = 4.85e-06
largest relative deviation, 150 cells = 1.94e-05
deviation without recycling = 4.67e-06
mean Q at 1.45 eV without recycling = 0.48882
EL gain from recycling at 1.45 eV = 1.44986
largest error using normal Q = 8.183e-03
closed-form collection error = 3.12e-06
local photon balance error = 4.44e-16
injected electron flux = 1.72440e+16 cm^-2 s^-1
injected current density = 2.76279e+00 mA/cm^2
emitted photon flux = 5.84271e+14 cm^-2 s^-1
emitted fraction = 3.388 %
bulk nonradiative fraction = 79.583 %
back surface fraction = 11.759 %
parasitic fraction = 5.270 %
electron budget error = 3.94e-13
EL/reciprocity, half Einstein mobility, at the five energies:
  1.3082  1.2423  1.1990  1.1552  1.1172
trap saturation density = 1.0e+14 cm^-3
EL/reciprocity at 1.45 eV, saturable traps, 0.90 V = 1.00001
EL/reciprocity at 1.45 eV, saturable traps, 1.15 V = 1.14027
Boltzmann relative error at 1.41 eV, 1 V = 1.30e-07
```
